# Positive longitudinal magnetoconductivity from chiral pumping in Weyl metals, part 1

(Sections cited here and not found follow in the second part.)

## Pumping, relaxation and the quadratic law

Consider first a Weyl metal in a field so strong that each node has a single Landau level at the Fermi energy. An electron in that level moves along the field at a fixed speed, as in a one-dimensional wire with one direction of travel. One node supplies wires running one way, and its partner supplies wires running the other way. An electric field along the wires fills one set and empties the other until scattering between the nodes restores the balance. This case can be solved in a few lines, and it contains the mechanism that survives in weak fields.

The electron has charge $-e$ with $e>0$, SI units are used, and both fields point along $z$. A node of chirality $\chi=\pm1$ has the Hamiltonian
$$H=\chi v\,\boldsymbol\sigma\cdot\boldsymbol\Pi,\qquad \boldsymbol\Pi=\mathbf p+e\mathbf A,$$
where $v$ is the node velocity and $\boldsymbol\sigma$ acts on the two crossing bands. Since $p_x=-i\hbar\partial_x$ and $p_y=-i\hbar\partial_y$,
$$[\Pi_x,\Pi_y]=e\left(-i\hbar\,\partial_xA_y+i\hbar\,\partial_yA_x\right)=-i\hbar eB .$$
The operator $a=(\Pi_x-i\Pi_y)/\sqrt{2\hbar eB}$ therefore obeys
$$[a,a^\dagger]=\frac{2i[\Pi_x,\Pi_y]}{2\hbar eB}=1,$$
so it is an oscillator lowering operator. In terms of it,
$$H=\chi v\begin{pmatrix}\hbar k_z&\sqrt{2\hbar eB}\,a\\ \sqrt{2\hbar eB}\,a^\dagger&-\hbar k_z\end{pmatrix}.$$
The state with upper component zero and lower component $|0\rangle$ is annihilated by the off-diagonal part, because $a|0\rangle=0$. Its energy is $-\chi\hbar vk_z$. This is the chiral level, with velocity $-\chi v$. Squaring $H$ gives the remaining levels, $\pm v\sqrt{\hbar^2k_z^2+2\hbar eBn}$ with $n\geq1$, which are even in $k_z$.

The number of states per unit area in each level follows from the gauge $A_y=Bx$. The orbit centre is $x=-\hbar k_y/(eB)$, and $k_y$ is spaced by $2\pi/L_y$, so a sample of area $L_xL_y$ holds $eBL_xL_y/(2\pi\hbar)$ orbits. There are thus $eB/(2\pi\hbar)$ wires per unit area.

The electric field shifts every occupied state at the rate $\dot k_z=-eE/\hbar$. In a branch of velocity $-\chi v$, the density per unit length changes at the rate $-\chi\dot k_z/(2\pi)$. Multiplying by the density of wires gives
$$\dot n_\chi=\frac{eB}{2\pi\hbar}\,\frac{-\chi}{2\pi}\left(-\frac{eE}{\hbar}\right)=\chi\,\frac{e^2EB}{4\pi^2\hbar^2}.\tag{1}$$
The electrons gained by one node are lost by the other. In a crystal the two branches join away from the nodes, and the total charge is conserved.

Let the excess density of each node decay as $\delta n_\chi/\tau$. In the steady state $\delta n_\chi=\dot n_\chi\tau$, where $\dot n_\chi$ denotes the pumping rate alone. These extra electrons carry the current $-e(-\chi v)\delta n_\chi=\chi ev\,\delta n_\chi$. The two nodes add, and the strong-field conductivity of the pair is
$$\sigma_{\rm strong}=\frac{2ev}{E}\,\frac{e^2EB\tau}{4\pi^2\hbar^2}=\frac{e^3vB\tau}{2\pi^2\hbar^2}.$$
At fixed $\tau$ it is linear in $B$.

In a weak field many levels cross the Fermi energy. Each level with $n\geq1$ crosses it twice with opposite slopes, so it gains at one crossing what it loses at the other, and the pumping rate is still (1). Fast scattering inside the node, however, shares the pumped electrons among all levels. Only the chiral level turns a shift of chemical potential into current, because the others are even in $k_z$. Its share is the ratio of its density of states to that of the whole node. The density of states of the chiral level is proportional to $B$, so one power of $B$ comes from pumping and a second from the share that carries current. This is the origin of the quadratic law.

The semiclassical derivation reaches the same result without resolving the levels. Without a field, the upper band of the node has energy $\varepsilon=\hbar vk$, where $k=|\mathbf k|$. Let $u$ be its spinor and $l$ that of the lower band. The Berry curvature is
$$\boldsymbol\Omega=i\langle\nabla_{\mathbf k}u|\times|\nabla_{\mathbf k}u\rangle .$$
By rotational symmetry it suffices to evaluate it at $\mathbf k=k\hat z$. Perturbation theory gives $\langle l|\partial_iu\rangle=\chi\langle l|\sigma_i|u\rangle/(2k)$; the component of $\partial_iu$ along $u$ cancels from the curvature. For $\chi=1$, $u$ is spin up and $l$ is spin down, so
$$\langle l|\partial_xu\rangle=\frac1{2k},\qquad \langle l|\partial_yu\rangle=\frac{i}{2k},$$
$$\Omega_z=i\left(\frac{i}{4k^2}-\frac{-i}{4k^2}\right)=-\frac1{2k^2}.$$
For $\chi=-1$ the spins are exchanged and the sign reverses. The matrix $\sigma_z$ does not connect $u$ and $l$, so the transverse components vanish. Hence
$$\boldsymbol\Omega=-\frac{\chi\hat{\mathbf k}}{2k^2},\qquad \oint\boldsymbol\Omega\cdot d\mathbf S=-2\pi\chi .\tag{2}$$
The curvature has no divergence away from the node, so the flux is the same through any closed surface around it.

The field also shifts the energy. From the commutator above, $H^2=v^2(\Pi^2+\hbar eB\sigma_z)$. In the upper band $\langle\sigma_z\rangle=\chi\cos\theta$, where $\theta$ is the angle between $\mathbf k$ and the field. Replacing $\Pi^2$ by $\hbar^2k^2$ and expanding the square root to first order in $B$ gives
$$\tilde\varepsilon=\hbar vk+\frac{\chi evB\cos\theta}{2k}=\hbar vk-\mathbf m\cdot\mathbf B,\qquad \mathbf m=evk\,\boldsymbol\Omega .\tag{3}$$
The vector $\mathbf m$ is the orbital magnetic moment.

A wave packet centred at $\mathbf x$ with kinetic momentum $\hbar\mathbf k$ has canonical momentum $\hbar\mathbf k-e\mathbf A$. The expectation value of $i\hbar\,d/dt-H$ gives its Lagrangian to leading order in the fields,
$$L=(\hbar\mathbf k-e\mathbf A)\cdot\dot{\mathbf x}+e\phi-\tilde\varepsilon+\hbar\dot{\mathbf k}\cdot\boldsymbol{\mathcal A},\qquad \boldsymbol{\mathcal A}=i\langle u|\nabla_{\mathbf k}u\rangle,$$
where $\phi$ is the electric potential. The last term comes from the change of the spinor as $\mathbf k$ moves, and $\nabla_{\mathbf k}\times\boldsymbol{\mathcal A}=\boldsymbol\Omega$. Varying $\mathbf x$ and $\mathbf k$ in turn gives
$$\hbar\dot{\mathbf k}=-e\mathbf E-e\dot{\mathbf x}\times\mathbf B,\qquad \dot{\mathbf x}=\tilde{\mathbf v}-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad \tilde{\mathbf v}=\frac1\hbar\nabla_{\mathbf k}\tilde\varepsilon .$$

The two equations are coupled. Inserting the first into the second produces the double product
$$(\dot{\mathbf x}\times\mathbf B)\times\boldsymbol\Omega=\mathbf B(\dot{\mathbf x}\cdot\boldsymbol\Omega)-\dot{\mathbf x}(\mathbf B\cdot\boldsymbol\Omega).$$
The second equation of motion also shows that $\dot{\mathbf x}\cdot\boldsymbol\Omega=\tilde{\mathbf v}\cdot\boldsymbol\Omega$. Collecting the terms in $\dot{\mathbf x}$ yields
$$D\dot{\mathbf x}=\tilde{\mathbf v}+\frac e\hbar\mathbf E\times\boldsymbol\Omega+\frac e\hbar(\tilde{\mathbf v}\cdot\boldsymbol\Omega)\mathbf B,\qquad D=1+\frac e\hbar\mathbf B\cdot\boldsymbol\Omega .$$
In the other direction, inserting $\dot{\mathbf x}$ into the force equation gives the term
$$e(\dot{\mathbf k}\times\boldsymbol\Omega)\times\mathbf B=e\boldsymbol\Omega(\dot{\mathbf k}\cdot\mathbf B)-e\dot{\mathbf k}(\boldsymbol\Omega\cdot\mathbf B),$$
while the force equation itself gives $\hbar\dot{\mathbf k}\cdot\mathbf B=-e\mathbf E\cdot\mathbf B$. Therefore
$$D\hbar\dot{\mathbf k}=-e\mathbf E-e\tilde{\mathbf v}\times\mathbf B-\frac{e^2}{\hbar}(\mathbf E\cdot\mathbf B)\boldsymbol\Omega .\tag{4}$$

The density of states in phase space is $D/(2\pi)^3$, the volume element belonging to this Lagrangian. It is consistent with conservation of states. In uniform static fields the divergence of (4) in $\mathbf k$ vanishes away from the node, because $\tilde{\mathbf v}$ is a gradient and $\boldsymbol\Omega$ has no divergence.

The pumping rate is the flux of states through the Fermi surface,
$$\dot n_\chi=\oint\frac{d\mathbf S\cdot D\dot{\mathbf k}}{(2\pi)^3}.$$
The first term of (4) gives nothing because $\oint d\mathbf S=0$. The second gives nothing because $\tilde{\mathbf v}$ is normal to a surface of constant energy. The third gives
$$\dot n_\chi=-\frac{e^2EB}{8\pi^3\hbar^2}(-2\pi\chi)=\chi\frac{e^2EB}{4\pi^2\hbar^2},$$
in agreement with (1). The sign and the coefficient thus have two independent derivations.

Scattering between the nodes opposes this pumping. If $W$ is the one-way rate from either node to the other, then
$$\left.\frac{d\,\delta n_+}{dt}\right|_{\rm scatt}=-W(\delta n_+-\delta n_-)=-2W\delta n_+,$$
because $\delta n_-=-\delta n_+$. The decay time in this derivation is therefore $\tau=1/(2W)$, which is half the one-way scattering time. The balance of pumping and decay reads
$$\delta n_\chi=\chi\frac{e^2EB\tau}{4\pi^2\hbar^2}.\tag{5}$$

Now let scattering inside the node be much faster than $1/\tau$, so that the excess electrons spread evenly over the Fermi surface. The node then has its own chemical potential, shifted by $\delta\mu_\chi$. A sphere of radius $k_F=E_F/(\hbar v)$ holds $k_F^3/(6\pi^2)$ electrons per unit volume, where $E_F$ is measured from the node. Differentiation gives the density of states per node,
$$g=\frac{d}{dE_F}\frac{E_F^3}{6\pi^2\hbar^3v^3}=\frac{E_F^2}{2\pi^2\hbar^3v^3},\qquad \delta\mu_\chi=\frac{\delta n_\chi}{g}.\tag{6}$$
The correction to $g$ from the magnetic field is of relative order $B^2$, so it would enter the conductivity at order $B^4$.

To find the current of the shifted distribution, define
$$\mathbf w=\tilde{\mathbf v}+\frac e\hbar(\tilde{\mathbf v}\cdot\boldsymbol\Omega)\mathbf B .$$
This is $D\dot{\mathbf x}$ without the electric term, which would be of second order in $E$ when multiplied by $\delta\mu_\chi$. The shifted chemical potential gives
$$\delta\mathbf j_\chi=-e\,\delta\mu_\chi\int\frac{d^3k}{(2\pi)^3}\,\delta(\tilde\varepsilon-E_F)\,\mathbf w .$$
On the Fermi surface, $d^3k\,\delta(\tilde\varepsilon-E_F)\tilde{\mathbf v}$ becomes $d\mathbf S/\hbar$. The first part of $\mathbf w$ integrates to zero, and the second involves the Berry flux:
$$\int\frac{d^3k}{(2\pi)^3}\delta(\tilde\varepsilon-E_F)w_z=\frac{eB}{8\pi^3\hbar^2}(-2\pi\chi)=-\chi\frac{eB}{4\pi^2\hbar^2}.\tag{7}$$
Hence
$$\delta j_\chi=\chi\frac{e^2B}{4\pi^2\hbar^2}\,\delta\mu_\chi .\tag{8}$$
Magnetization currents are curls and vanish in a uniform sample. If both nodes have the same chemical potential, their contributions cancel, so the expression gives no net current in equilibrium.

The coefficients in (1) and (8) agree, as energy conservation requires. Moving electrons between nodes of unequal chemical potential costs the power $\sum_\chi\delta\mu_\chi\dot n_\chi$, and the electric field supplies it as $E\sum_\chi\delta j_\chi$. Scattering between the nodes dissipates the same power. This balance fixes the sign of the effect: the current produced by pumping runs along $\mathbf E$ whether $\mathbf B$ is parallel or antiparallel to it. For an oblique field the pumped current is proportional to $(\mathbf E\cdot\mathbf B)\mathbf B$, so it follows the line of $\mathbf B$, and only its component along $\mathbf E$ is fixed to be positive.

Combining (5), (6) and (8), and using $\chi^2=1$ for each node, gives the conductivity of one pair,
$$\Delta\sigma=2\left(\frac{e^2B}{4\pi^2\hbar^2}\right)^2\frac\tau g
=\frac{2e^4B^2\tau}{16\pi^4\hbar^4}\,\frac{2\pi^2\hbar^3v^3}{E_F^2},$$
that is,
$$\boxed{\Delta\sigma=\frac{e^4B^2v^3\tau}{4\pi^2\hbar E_F^2}.}\tag{9}$$

A low Fermi energy helps because the pumped electrons then enter a small density of states and raise the chemical potential further. The law $1/E_F^2$ compares metals with the same $v$ and $\tau$. If the scattering matrix elements are held fixed instead, the golden rule makes $W$ proportional to $g$, so $\tau\propto1/E_F^2$ and $\Delta\sigma\propto1/E_F^4$.

The weak-field condition can be read from the ratio of (9) to the strong-field result,
$$\frac{\Delta\sigma}{\sigma_{\rm strong}}=\frac{\hbar eBv^2}{2E_F^2}=\frac b2,\qquad b=\frac{\hbar eBv^2}{E_F^2}.$$
This is the share of the chiral level in the density of states. The semiclassical result requires $b\ll1$, and it also requires the separate Landau levels not to be resolved. As $E_F\to0$ at fixed field, $b$ grows and the formula fails before its divergence is reached.

When scattering inside each node is much faster than relaxation between nodes, a pair of Weyl nodes gains a weak-field conductivity proportional to $B^2\tau/E_F^2$. It remains to test the assumption of fast scattering, find the limits of the result and work through a numerical case.
